# Airy-function transmission through a biased barrier and oscillations of the Fowler-Nordheim current: test program

```python
"""
Result under test: exact Airy-function transmission through a biased
trapezoidal barrier, its factorization into smooth Fowler-Nordheim emission
times an interference factor, and the resulting oscillation of the current.

Hartree atomic units. Emitter band edge = 0, barrier V(x) = top - F*x for
0 < x < d, collector band edge = -F*d. m1, m2, m3: masses in emitter, barrier,
collector. v1, v3: normal velocities in emitter and collector. mu: Fermi energy.
phi = top - mu: barrier height above the Fermi level. Zero temperature.
R = (g-1)/(g+1), g = v3/v2, v2 = velocity in the barrier layer at x = d.
"""
import numpy as np
from scipy.special import airy, ai_zeros
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants as pc

m1, m2, m3 = 1.0, 0.5, 1.0
mu, phi, d0 = 0.2, 0.12, 80.0
top0 = mu + phi


def transmission(E, F, d, top, v1, v3, mb=m2):
    """Exact T, smooth emission factor Ts, interference factor O."""
    alpha = (2 * mb * F) ** (1 / 3)
    r1, r3 = v1 * mb / alpha, v3 * mb / alpha
    z0 = alpha * (top - E) / F
    zd = z0 - alpha * d
    A0, A0p, B0, B0p = airy(z0)
    Ad, Adp, Bd, Bdp = airy(zd)
    p = A0 * Bdp - B0 * Adp
    q = A0 * Bd - B0 * Ad
    r = A0p * Bdp - B0p * Adp
    s = A0p * Bd - B0p * Ad
    bracket = (r1 / r3 * p**2 + r3 / r1 * s**2
               + r1 * r3 * q**2 + r**2 / (r1 * r3))
    T = 4 / (2 + np.pi**2 * bracket)
    Ts = 4 / (np.pi * (r1 * B0**2 + B0p**2 / r1))
    O = 1 / (np.pi * (r3 * Ad**2 + Adp**2 / r3))
    return T, Ts, O


def transmission_ode(E, F, d, top, v1, v3, mb=m2):
    """T by direct integration of the Schroedinger equation from d to 0."""
    def rhs(x, y):
        return [mb * y[1], 2 * (top - F * x - E) * y[0]]
    sol = solve_ivp(rhs, (d, 0.0), np.array([1.0 + 0j, 1j * v3]),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, w = sol.y[:, -1]
    incident = 0.5 * (psi + w / (1j * v1))
    return v3 / (v1 * abs(incident) ** 2)


def channel(Ex, eps, F, d):
    """Transmission at normal energy Ex and transverse energy eps (emitter)."""
    top = top0 + eps * (m1 / m2 - 1)
    v1 = np.sqrt(2 * Ex / m1)
    v3 = np.sqrt(2 * (Ex + eps * (1 - m1 / m3) + F * d) / m3)
    return transmission(Ex, F, d, top, v1, v3)


# Exact T against direct integration: direct, Fowler-Nordheim, above barrier
cases = [(0.2, 0.001, 40.0, 0.32, 0.6, 0.7, 0.5),
         (0.2, 0.003, 80.0, 0.32, 0.632, 0.938, 0.5),
         (0.5, 0.003, 80.0, 0.32, 1.0, 1.2, 0.5),
         (0.15, 0.005, 50.0, 0.30, 0.5, 0.4, 0.8)]
ode_error = max(abs(transmission(*c)[0] / transmission_ode(*c) - 1)
                for c in cases)
assert ode_error < 1e-6

# Transmission never exceeds one
rng = np.random.default_rng(1)
u = rng.random((6, 20000))
T_random = transmission(0.05 + u[0], 0.002 + 0.02 * u[1], 1 + 30 * u[2],
                        0.1 + 0.5 * u[3], 0.2 + u[4], 0.2 + u[5])[0]
assert T_random.max() <= 1 + 1e-9 and T_random.min() > 0

# Factorization has a relative error of the order of T itself
for F, d in [(0.003, 80.0), (0.005, 60.0), (0.008, 40.0)]:
    T, Ts, O = channel(mu, 0.0, F, d)
    assert abs(Ts * O / T - 1) < 3 * T + 1e-10

# At fixed collector velocity the Ai zeros are extrema in thickness:
# maxima for a fast collector, minima for a slow one
F = 0.003
alpha = (2 * m2 * F) ** (1 / 3)
a = -ai_zeros(6)[0]
h = 0.1
for v3, sign in [(1.5, 1), (0.3, -1)]:
    for n in (1, 2, 3):
        dn = phi / F + a[n] / alpha
        t = transmission(mu, F, np.array([dn - h, dn, dn + h]),
                         top0, np.sqrt(2 * mu / m1), v3)[0]
        curvature = t[0] - 2 * t[1] + t[2]
        assert sign * curvature < 0
        assert abs(0.5 * h * (t[0] - t[2]) / curvature) < 0.01

# Maxima of T/Ts in energy are levels of the triangular well at the collector
N = 4000
dx = d0 / N
x = dx * np.arange(1, N)
levels = eigh_tridiagonal(1 / (m2 * dx**2) + top0 - F * x,
                          np.full(N - 2, -0.5 / (m2 * dx**2)),
                          eigvals_only=True, select="i", select_range=(0, 2))
energy_peaks = []
for level in levels:
    res = minimize_scalar(
        lambda E: -channel(E, 0.0, F, d0)[0] / channel(E, 0.0, F, d0)[1],
        bounds=(level - 0.008, level + 0.008), method="bounded",
        options={"xatol": 1e-8})
    energy_peaks.append(res.x)
assert np.max(np.abs(np.array(energy_peaks) - levels)) < 3e-4

# Without a velocity step only the ripple 1/(4 zeta^1.5) remains
zeta = np.linspace(4, 9, 2000)
d_scan = phi / F + zeta / alpha
v2_scan = alpha * np.sqrt(zeta) / m2
Tn, Tsn, _ = transmission(mu, F, d_scan, top0, np.sqrt(2 * mu), v2_scan)
ripple = np.max(np.abs(Tn / Tsn - 1) * 4 * zeta**1.5)
assert 0.8 < ripple < 1.2
Tw, Tsw, _ = channel(mu, 0.0, F, d_scan)
swing_no_step, swing_step = np.ptp(Tn / Tsn), np.ptp(Tw / Tsw)
assert swing_no_step < 0.3 * swing_step


def interference(F, d):
    """R, round-trip phase 2*theta + pi/2 and spread s at the Fermi energy."""
    K = F * d - phi
    g = np.sqrt(m2 * (mu + F * d) / (m3 * K))
    phase = 4 * np.sqrt(2 * m2) * K**1.5 / (3 * F) + np.pi / 2
    return (g - 1) / (g + 1), phase, np.sqrt(K / phi)


def fabry_perot(F, d):
    R, phase, _ = interference(F, d)
    return (1 - R**2) / (1 + R**2 - 2 * R * np.cos(phase))


fp_error = []
for d in (80.0, 400.0):
    fields = np.linspace(0.20, 0.30, 400) / d
    T, Ts, _ = channel(mu, 0.0, fields, d)
    fp_error.append(np.max(np.abs(T / Ts - fabry_perot(fields, d))))
assert fp_error[0] < 0.08 and fp_error[1] < 0.02
angles = 2 * np.pi * np.arange(400) / 400
assert abs(np.mean(0.91 / (1.09 + 0.6 * np.sin(angles))) - 1) < 1e-10

gy, wy = np.polynomial.legendre.leggauss(60)
ge, we = np.polynomial.legendre.leggauss(40)


def currents(F, d):
    """Current density from exact T and from the smooth factor Ts."""
    reach = 20 * F / (2 * np.sqrt(2 * m2 * phi))
    y = 0.5 * reach * (gy[:, None] + 1)
    eps = 0.5 * reach * m2 / m1 * (ge[None, :] + 1)
    weight = 0.25 * reach**2 * m2 / m1 * wy[:, None] * we[None, :]
    T, Ts, _ = channel(mu - y - eps, eps, F, d)
    pref = m1 / (2 * np.pi**2)
    return pref * np.sum(weight * T), pref * np.sum(weight * Ts)


def current_ratio(F, d):
    J, Js = currents(F, d)
    return J / Js


# Same current from an integral over the Fermi sphere in polar coordinates
gk, wk = np.polynomial.legendre.leggauss(240)
kF = np.sqrt(2 * m1 * mu)
k = 0.5 * kF * (gk[:, None] + 1)
c = 0.5 * (gk[None, :] + 1)
T_sphere = channel((k * c)**2 / (2 * m1), k**2 * (1 - c**2) / (2 * m1),
                   0.003, d0)[0]
J_sphere = np.sum(0.25 * kF * wk[:, None] * wk[None, :]
                  * k**3 * c / m1 * T_sphere) / (2 * np.pi**2)
assert abs(J_sphere / currents(0.003, d0)[0] - 1) < 1e-5


def J_fn(F):
    """Closed Fowler-Nordheim law with the interface prefactor."""
    eta = np.sqrt(2 * mu / m1) * m2 / np.sqrt(2 * m2 * phi)
    return (F**2 / (16 * np.pi**2 * phi) * 4 * eta / (1 + eta**2)
            * np.exp(-4 * np.sqrt(2 * m2) * phi**1.5 / (3 * F)))


fn_ratio = [currents(0.003, d0)[1] / J_fn(0.003),
            currents(0.0006, 400.0)[1] / J_fn(0.0006)]
assert abs(fn_ratio[0] - 1) < 0.15 and abs(fn_ratio[1] - 1) < 0.03
assert abs(fn_ratio[1] - 1) < 0.5 * abs(fn_ratio[0] - 1)


def ratio_law(F, d):
    """Energy-averaged interference, leading order in F at fixed bias."""
    R, phase, s = interference(F, d)
    return 1 + 2 * sum((R**n * np.exp(1j * n * phase)
                        / (1 + 1j * n * s)**2).real for n in range(1, 21))


law_error = []
for d in (80.0, 400.0):
    fields = np.linspace(0.20, 0.30, 100) / d
    law_error.append(max(abs(current_ratio(f, d) - ratio_law(f, d))
                         for f in fields))
assert law_error[0] < 0.06 and law_error[1] < 0.02
assert law_error[1] < 0.5 * law_error[0]


def peak(function, guess, width):
    res = minimize_scalar(lambda f: -function(f), method="bounded",
                          bounds=(guess - width, guess + width),
                          options={"xatol": 1e-9})
    return res.x, -res.fun


def T_ratio(f):
    T, Ts, _ = channel(mu, 0.0, f, d0)
    return T / Ts


def lagged_phase(f, n):
    _, phase, s = interference(f, d0)
    return phase - 2 * np.arctan(s) - 2 * np.pi * n


rows = []
for n in (2, 3, 4):
    F_airy = brentq(lambda f: f * d0 - phi
                    - a[n - 1] * (f**2 / (2 * m2))**(1 / 3), 0.0016, 0.0045)
    F_T, top_T = peak(T_ratio, F_airy, 8e-5)
    F_lag = brentq(lagged_phase, 0.00155, 0.0045, args=(n,))
    F_J, top_J = peak(lambda f: current_ratio(f, d0), F_lag, 1.5e-4)
    assert abs(F_T - F_airy) < 1e-5
    assert abs(F_J - F_lag) < 5e-5
    assert F_J > F_T and top_J < top_T
    rows.append((n, a[n - 1], F_airy, F_T, top_T, F_lag, F_J, top_J))

# Worked point
F = 0.003
U = F * d0
T, Ts, O = channel(mu, 0.0, F, d0)
R, phase, s = interference(F, d0)
J, Js = currents(F, d0)
xt = phi / F
kappa = np.sqrt(2 * m2 * phi)
Ts_wkb = J_fn(F) * 16 * np.pi**2 * phi / F**2
assert abs(Ts_wkb / Ts - 1) < 0.03
field_unit = pc["atomic unit of electric field"][0] * 1e-9
J_unit = (pc["atomic unit of current"][0]
          / pc["Bohr radius"][0]**2 * 1e-4)

print(f"masses m1, m2, m3 (electron masses): {m1} {m2} {m3}")
print(f"mu, phi, top (hartree): {mu} {phi} {top0:.2f}")
print(f"thickness d (bohr): {d0:.0f}")
print(f"field F (a.u.): {F}  = {F * field_unit:.4f} V/nm")
print(f"bias U (hartree): {U:.3f}")
print(f"turning point (bohr): {xt:.2f}")
print(f"alpha (1/bohr): {alpha:.5f}")
print(f"z(0), z(d) (no unit): {alpha*xt:.4f} {alpha*(xt-d0):.4f}")
print(f"v1 (a.u.): {np.sqrt(2*mu/m1):.4f}")
print(f"v2 at d (a.u.): {np.sqrt(2*(U-phi)/m2):.4f}")
print(f"v3 (a.u.): {np.sqrt(2*(mu+U)/m3):.4f}")
print(f"R (no unit): {R:.4f}")
print(f"phase 2theta+pi/2 (rad): {phase:.4f}")
print(f"exact T at mu: {T:.5e}")
print(f"smooth Ts at mu: {Ts:.5e}, asymptotic: {Ts_wkb:.5e}")
print(f"O from Airy: {O:.5f}, Fabry-Perot: {fabry_perot(F, d0):.5f}")
print(f"energy width delta (hartree): {F/(2*kappa):.5f}")
print(f"s: {s:.4f}, damping phi/U: {phi/U:.4f}")
print(f"phase lag 2 arctan s (rad): {2*np.arctan(s):.4f}")
print(f"J (a.u.): {J:.4e}  = {J*J_unit:.4f} A/cm^2")
print(f"smooth Js (a.u.): {Js:.4e}, closed J_FN: {J_fn(F):.4e}")
print(f"J/Js: {J/Js:.4f}, averaged law: {ratio_law(F, d0):.4f}")
print("well levels (hartree):", *[f"{e:.5f}" for e in levels])
print("T/Ts peaks in E (hartree):", *[f"{e:.5f}" for e in energy_peaks])
for n, an, fa, ft, tt, fl, fj, tj in rows:
    print(f"n={n}: Airy zero a_n {an:.4f}")
    print(f"  T/Ts peak F (a.u.): Airy {fa:.6f}, found {ft:.6f}")
    print(f"  J/Js peak F (a.u.): law {fl:.6f}, found {fj:.6f}")
    print(f"  peak heights T/Ts, J/Js: {tt:.4f} {tj:.4f}")
print("field (a.u.), J (A/cm^2), J/Js, law:")
for f in (0.0024, 0.0026, 0.0028, 0.0030, 0.0032, 0.0034):
    Jf, Jsf = currents(f, d0)
    print(f"  {f:.4f} {Jf*J_unit:.4e} {Jf/Jsf:.4f} {ratio_law(f, d0):.4f}")
print(f"swing of T/Ts, with step: {swing_step:.4f}")
print(f"swing of T/Ts, no velocity step: {swing_no_step:.4f}")
print(f"ripple times 4 zeta^1.5, maximum: {ripple:.4f}")
print(f"largest relative error, Airy vs ODE: {ode_error:.1e}")
print(f"Fabry-Perot error, d=80, 400: {fp_error[0]:.4f} {fp_error[1]:.4f}")
print(f"current-law error, d=80, 400: {law_error[0]:.4f} {law_error[1]:.4f}")
print(f"Js/J_FN at F=0.003, 0.0006: {fn_ratio[0]:.4f} {fn_ratio[1]:.4f}")
print("checks complete")
```

It prints:

```
masses m1, m2, m3 (electron masses): 1.0 0.5 1.0
mu, phi, top (hartree): 0.2 0.12 0.32
thickness d (bohr): 80
field F (a.u.): 0.003  = 1.5427 V/nm
bias U (hartree): 0.240
turning point (bohr): 40.00
alpha (1/bohr): 0.14422
z(0), z(d) (no unit): 5.7690 -5.7690
v1 (a.u.): 0.6325
v2 at d (a.u.): 0.6928
v3 (a.u.): 0.9381
R (no unit): 0.1504
phase 2theta+pi/2 (rad): 20.0460
exact T at mu: 2.06570e-08
smooth Ts at mu: 1.89499e-08, asymptotic: 1.88602e-08
O from Airy: 1.09009, Fabry-Perot: 1.07095
energy width delta (hartree): 0.00433
s: 1.0000, damping phi/U: 0.5000
phase lag 2 arctan s (rad): 1.5708
J (a.u.): 9.9123e-15  = 2.3446 A/cm^2
smooth Js (a.u.): 8.5116e-15, closed J_FN: 8.9575e-15
J/Js: 1.1646, averaged law: 1.1491
well levels (hartree): 0.12863 0.16503 0.19483
T/Ts peaks in E (hartree): 0.12868 0.16508 0.19488
n=2: Airy zero a_n 4.0879
  T/Ts peak F (a.u.): Airy 0.002421, found 0.002421
  J/Js peak F (a.u.): law 0.002523, found 0.002513
  peak heights T/Ts, J/Js: 1.6306 1.3239
n=3: Airy zero a_n 5.5206
  T/Ts peak F (a.u.): Airy 0.002905, found 0.002905
  J/Js peak F (a.u.): law 0.003031, found 0.003023
  peak heights T/Ts, J/Js: 1.3857 1.1722
n=4: Airy zero a_n 6.7867
  T/Ts peak F (a.u.): Airy 0.003429, found 0.003429
  J/Js peak F (a.u.): law 0.003581, found 0.003576
  peak heights T/Ts, J/Js: 1.2390 1.0930
field (a.u.), J (A/cm^2), J/Js, law:
  0.0024 1.1974e-02 0.9329 0.9629
  0.0026 1.0162e-01 1.1454 1.1147
  0.0028 3.7569e-01 0.7990 0.8237
  0.0030 2.3446e+00 1.1646 1.1491
  0.0032 6.9212e+00 0.9553 0.9529
  0.0034 2.1212e+01 0.9392 0.9547
swing of T/Ts, with step: 0.8479
swing of T/Ts, no velocity step: 0.0474
ripple times 4 zeta^1.5, maximum: 1.0048
largest relative error, Airy vs ODE: 2.1e-10
Fabry-Perot error, d=80, 400: 0.0320 0.0067
current-law error, d=80, 400: 0.0414 0.0081
Js/J_FN at F=0.003, 0.0006: 0.9502 0.9894
checks complete
```
